Basin hopping for oligomers: transformed landscapes and a test of acceptance temperature

**Four minima in a row**

Let a search move among four structures, numbered 0, 1, 2 and 3 along a line. Structure 3 is the global minimum and structure 1 is a trap. Measured from the trap, structure 2 lies higher by Δ > 0 and structure 0 higher by B > 0. Each move proposes the left or right neighbour with probability 1/2. A proposal that raises the energy by d is accepted with probability exp(−d/kT), any other with probability 1. A proposal to the left of structure 0 is rejected.

Write x = exp(−Δ/kT) and y = exp(−B/kT), and let τᵢ be the mean number of moves from i to structure 3. One move is spent, and the search continues from wherever it lands:

τ₀ = 1 + ½τ₀ + ½τ₁
τ₁ = 1 + ½y τ₀ + ½x τ₂ + (1 − ½x − ½y) τ₁
τ₂ = 1 + ½τ₁

The first line gives τ₀ = τ₁ + 2. Inserted in the second, it gives 0 = 1 + y + ½x(τ₂ − τ₁), so τ₁ − τ₂ = 2(1 + y)/x. With the third line, τ₁ − τ₂ = ½τ₁ − 1, and therefore

τ₁ = 2 + 4 exp(Δ/kT) + 4 exp[−(B − Δ)/kT].

The second term is the wait in the trap, which diverges as T → 0. For B > Δ the third term grows with T: it is the time lost on excursions to structure 0. With β = 1/kT, the sum of the two exponentials is convex in β, and its derivative vanishes when

Δ exp(βΔ) = (B − Δ) exp[−β(B − Δ)], or exp(βB) = B/Δ − 1.

An optimum at finite positive temperature thus exists if B > 2Δ:

kT* = B / ln(B/Δ − 1).

For B ≤ 2Δ, accepting every move is best. Whether an optimal acceptance temperature exists depends on the landscape and on the moves.

**What minimisation does to the landscape**

Let E(x) be the energy at coordinates x, and m(x) the minimum that a fixed, deterministic minimiser reaches from x. Basin hopping is a Metropolis walk on

Ẽ(x) = E(m(x)).

All points of one basin share the same m, so Ẽ is constant on each basin. At a minimum m(x) = x, so the energies of the minima are unchanged. If the minimiser never ends above its start, Ẽ(x) ≤ E(x). The hills inside basins disappear and a staircase remains. Between adjacent basins a and b there is a step E_b − E_a but no barrier above the higher of the two. A trap survives if all basins within reach of a move lie higher.

Suppose that moves are symmetric, g(x→y) = g(y→x), and that the accessible volume is finite. The Metropolis rule then gives

exp(−Ẽ(x)/kT) min{1, exp[−(Ẽ(y) − Ẽ(x))/kT]} = min{exp(−Ẽ(x)/kT), exp(−Ẽ(y)/kT)}.

The right side is symmetric in x and y, so the flows between any two points balance and exp(−Ẽ/kT) is stationary. Integrating it over basin a, of volume Ω_a, gives the occupation

p_a ∝ Ω_a exp(−E_a/kT).

A physical ensemble would have the integral of exp(−E/kT) over the basin instead. The acceptance temperature is therefore a setting of the search, not the temperature of the substance.

An implementation may reset the coordinates to the minimum after each accepted hop. The proposal probability is then Q_ab, the chance that a displaced copy of minimum a quenches to b. Pairwise balance with the occupation law would require Ω_a Q_ab = Ω_b Q_ba, which nothing guarantees when proposals start from one point of each basin. Resetting is permissible if the aim is the lowest energy, though it can change the passage time. Visit counts must not then be read as weights of this law.

**A landscape solved on a grid**

Consider an angle θ with energy, in eV,

E(θ) = −0.4 cos θ − 0.3 cos 3θ − 0.25 cos 12θ.

It has 12 basins, close to multiples of 30°, with the lowest at θ = 0. A move shifts θ by up to 45° either way, uniformly on a grid of 720 points. At kT = 0.2 eV the stationary occupation agrees with the law above to rounding error. With resetting, the largest relative deviation from it is 0.35.

Passage times follow from the same bookkeeping as in the four-level case. With P the transition matrix restricted to points outside the target basin,

τ = 1 + Pτ, hence (1 − P)τ = 1,

where the 1 standing alone is a vector of ones. The start is θ = 180°. There is a trap near 120°, where E ≈ 0.2 − 0.3 − 0.25 = −0.35 eV. Its neighbour near 90° has E ≈ −0.25 eV and lies within reach of the low basin near 30°, so escape costs a climb of about 0.1 eV. At kT = 0.020 eV the corresponding factor is exp(5) ≈ 150, and the passage takes about 3700 moves. The best grid value is kT = 0.32 eV, with 37 moves; accepting everything takes 47. Here the optimum is real but shallow on its hot side.

With the move, the target basin and kT = 0.1 eV held fixed, the transformed landscape needs 57 moves and the raw one 109. This comparison counts moves and leaves out the cost of minimisation. It also depends on the temperature chosen: the raw walk at its own best setting, near kT = 0.54 eV, needs about 41 moves against 37, and when every move is accepted the two walks are identical.

**A cluster with a provable global minimum**

A search that keeps returning the same lowest structure has not proved it lowest. The test cluster is therefore built so that a proof exists. Each of four monomers has an acceptor site A and a donor site D, held apart by a stiff spacer. Two sites on different monomers at distance r interact through

V(r) = ε[(u − 1)² − 1], u = (r₀/r)⁶.

A square is never negative, so V ≥ −ε, with equality at r = r₀. The spacer energy ½k(r − L)² is at least zero. Between monomers there are 4·3 = 12 A–D pairs, 6 A–A pairs and 6 D–D pairs. With well depths of 0.20 eV for A–D and 0.06 eV for like sites,

E ≥ −12(0.20) − 12(0.06) = −3.12 eV.

The bound is useful because one structure attains it. Take r₀ = a for A–D, r₀ = √2 a for like sites, and L = √3 a. Put the acceptors at a/2 times (1,1,1), (1,−1,−1), (−1,1,−1) and (−1,−1,1), and each donor at minus the position of its own acceptor. These are the eight corners of a cube.

- Two acceptors differ by a in two coordinates, so their distance is √2 a; the same holds for donors.
- For different monomers, |Aᵢ − Dⱼ|² = |Aᵢ + Aⱼ|² = ¾a² + ¾a² − ½a² = a², because Aᵢ·Aⱼ = −a²/4.
- Within a monomer, |Aᵢ − Dᵢ| = 2|Aᵢ| = √3 a.

Every term is at its minimum. Any other structure of energy −3.12 eV must have the same distances, and a complete list of distances fixes a structure up to rigid motion and reflection.

The argument also identifies a numerical hit. If E exceeds the floor by at most δ, no single non-negative excess can exceed δ. Hence |u − 1| ≤ √(δ/ε) for each pair and |r − L| ≤ √(2δ/k) for each spacer, so a small δ forces every distance close to that of the cube.

For n such monomers the same count gives the floor −n(n − 1)(0.26 eV). It is not reached for n = 5, since five points cannot be mutually equidistant in three dimensions. The floor is then only a bound, and the proof of optimality is lost.

**Scheme**

    draw random coordinates; x ← quench(x)
    best ← x
    repeat up to H times:
        y ← x + σ × (independent normal numbers)
        z ← quench(y)
        if not converged: reject and continue
        if E(z) < E(best): best ← z
        d ← E(z) − E(x)
        if d ≤ 0 or random() < exp(−d/kT): x ← z

    quench(x): FIRE, a damped inertial minimiser
        v ← 0
        repeat until every force component is small:
            F ← −∇E(x)
            if F·v > 0: v ← (1−α)v + α|v|F/|F|
                after several such steps:
                    raise Δt up to its cap; lower α
            else: v ← 0; lower Δt; restore α
            v ← v + FΔt
            scale v down if any displacement is too long
            x ← x + vΔt

The force follows from du/dr = −6u/r:

dV/dr = 2ε(u − 1)(−6u/r) = −12εu(u − 1)/r,

so the force on site i from site j is 12εu(u − 1)(rᵢ − rⱼ)/r². It is repulsive for u > 1, that is, for r < r₀. The spacer adds −k(r − L)(rᵢ − rⱼ)/r.

**Cost and stability**

One force evaluation visits all N(N − 1)/2 pairs, 28 for N = 8. The cost of a run is that number times the force calls per quench times the hops. Walkers are independent, so many can be quenched together as one array, with the converged ones removed.

The time step is limited by the stiffest mode. For unit mass and a harmonic mode of frequency ω, the undamped update gives

x(n+1) − 2x(n) + x(n−1) = −(ωΔt)² x(n).

Inserting x(n) = zⁿ gives z + 1/z = 2 − (ωΔt)². Bounded motion requires |z| = 1, so the right side must lie between −2 and 2, and ωΔt < 2. The stiffness of one contact comes from V'' = 2ε(du/dr)² at u = 1, which is 72ε/r₀². For A–D this is 72(0.20)/(0.20)² = 360 eV/nm² with a = 0.20 nm; coupled contacts can be stiffer. Overlapping sites have far larger curvature, which is why displacements are capped.

An inertial minimiser has its own basins, which need not be those of steepest descent, and it may briefly climb. The property Ẽ ≤ E is then not automatic. It held, within an allowance of 2×10⁻⁷ eV, in all 10887 hops made here, and the quenches of all these hops converged.

**What the search found**

Of 400 random quenches, one reached the cube. From the failures, 150 structures were taken as common starting points for five acceptance temperatures. Each walker made at most 15 hops, with an rms displacement of 0.050 nm per coordinate. The fractions that reached the cube were:

- downhill only: 0.040 ± 0.016
- kT = 0.05 eV: 0.067 ± 0.020
- kT = 0.10 eV: 0.067 ± 0.020
- kT = 0.20 eV: 0.067 ± 0.020
- accept all: 0.080 ± 0.022

The uncertainties are one standard error. The extremes differ by 0.040. If the shared starting points are ignored and the samples treated as independent, the combined error is √(0.016² + 0.022²) = 0.027, so the difference is 1.5 standard errors. No dependence on acceptance temperature has been resolved.

Nor is an advantage over random restarts shown. The five fractions correspond to 6 + 10 + 10 + 10 + 12 = 48 hits in 10887 hops, or 0.0044 per quench. The restarts gave 1/400 = 0.0025, but a single success fixes that rate poorly: the 95% interval runs from 0.00006 to 0.014 and contains 0.0044. Fifteen restarts at this rate would succeed with probability 1 − (1 − 0.0025)¹⁵ = 0.037.

The effect of minimisation itself is plain. The median energy rise just after displacement was 84 eV. A raw Metropolis step at kT = 0.20 eV would accept such a rise with probability exp(−421), about 10⁻¹⁸³. One A–D contact shortened to 0.6r₀ is enough to produce it: u = 0.6⁻⁶ = 21.4, and 0.20(u² − 2u) ≈ 83 eV. After the quench, the median change was zero to the printed digits.

That zero suggests why a temperature dependence may be hard to see. If many hops fall back into the minimum they left, the acceptance rule has little to decide. This is a conjecture, since returns were not counted separately.

**Using one set of hops for all temperatures**

The displacement is isotropic. If the quench also treats all directions alike, Q_ab depends on the structures of the minima and not on their orientation or on T. The program caps displacements by Cartesian component, so for it the independence of orientation is an approximation. Temperature enters through acceptance alone:

P_ab = Q_ab min{1, exp[−(E_b − E_a)/kT]} for b ≠ a,
P_aa = 1 − Σ P_ab, summed over b ≠ a.

With the cube made absorbing, repeated multiplication of the starting distribution by P gives the hit fraction at any temperature. Minima were labelled by energy, giving 72 levels; two structures of equal energy would be merged.

Hops from the other four temperatures forecast 0.063 at kT = 0.10 eV, against the observed 0.067. The agreement is weak evidence. The allowed difference was 0.173, a loose allowance computed with the largest possible variance, that of a fraction of 1/2. Even a forecast of zero would have passed, and no variation of the observed fractions with temperature has been resolved anyway.

With all hops pooled, the chain gives 0.065 at kT = 0.006 eV and 0.068 at 6.0 eV. The highest value lies at 6.0 eV, about 70 000 K, but this is the hottest setting scanned and the curve is nearly flat. It is neither an optimum nor a physical temperature.

The sample needed for a decisive test can be estimated. To separate fractions p and q by three standard errors, each temperature needs

n = 9[p(1 − p) + q(1 − q)]/(p − q)²

walkers. For 0.040 and 0.080 this is 9(0.0384 + 0.0736)/0.0016 = 630. For the pooled values 0.065 and 0.068 it is of order 10⁵. Longer runs would be the more useful change if traps matter only after the first few hops.

**Failure modes**

- Too small a displacement returns to the same minimum; too large a one discards the structure already found.
- A planar start stays planar, because central forces then have no component out of the plane. The quench can end on a saddle, so random starts must be three-dimensional.
- Without a container the accessible volume is unbounded at any temperature, and the occupation law has no normalisation. At high acceptance temperature a cluster may then lose a monomer. A container makes the volume finite and keeps a detached monomer close enough to return, though it does not prevent the detachment.

**Reading the energies as chemistry**

The contact length of 0.20 nm is roughly that of an aluminium–nitrogen dative bond. The well of 0.20 eV is shallow beside a single such bond, which is somewhat above 1 eV (for AlH₃–NH₃, MP2 at a partly optimised geometry gives 1.3 eV in a triple-zeta basis and 1.5 eV in a small one, without zero-point energy), but each acceptor has three contacts, 0.60 eV in all. Real molecules need not allow this. In the cube all four spacers pass through the centre, which a spring between two points permits and a chain of atoms does not. The number of donors per acceptor is also limited: a boron acceptor typically binds one, and aluminium can add a second, more weakly bound (about 0.6 eV for a second NH₃ on AlH₃–NH₃ at the same level). Counting one contact per acceptor, at unchanged depth, reduces the dative part from 2.40 to 0.80 eV and the total binding from 3.12 to 1.52 eV.

The lowest other minimum found lies at −2.67 eV, 0.45 eV above the cube. For sites of 50 u at 400 K, harmonic vibrational free energy, zero-point energy included, lowers this gap by 0.08 eV. Residual charges of ±0.1 e, at fixed geometry, raise it by 0.06 eV. Rotation and symmetry lower it by a further 0.095 eV, of which kT ln 12 = 0.086 eV arises because the point group has order 24 for the cube and 2 for the other minimum. None of these reverses the order.

Association in a vapour is a different question. With the translational chemical potential

μ(M) = −kT ln[(2πMkT/h²)^(3/2) kT/p],

where T is now the physical temperature and p the pressure, forming the tetramer from monomers of mass M costs μ(4M) − 4μ(M). For M = 100 u, two sites of 50 u each, this is 2.5 eV at 400 K and 1 Torr. It takes up most of the model's 3.12 eV and exceeds the 1.52 eV left after bond saturation at the model depth of 0.20 eV; four real dative bonds of about 1 eV each would outweigh it. Rotation and vibration are not included in this figure. For the model cube and two-site monomers, rigid rotation adds about 0.75 eV and harmonic vibration removes about 0.24 eV, which brings the cost to about 3.0 eV. The global minimum of the energy therefore does not establish which oligomer is present in the gas. Most of the computed values are collected in the numerical output below.

Values computed for the example and the checks

```
ONE-DIMENSIONAL LANDSCAPE
number of basins: 12
occupation law, kT = 0.2 eV, largest relative error: 2.7e-15
same law with resetting, largest relative error: 0.351
passage time at kT = 0.020 eV: 3.68e+03 moves
best kT on grid: 0.316 eV
passage time at best kT: 36.8 moves
passage time, every move accepted: 46.6 moves
transformed landscape, kT = 0.1 eV: 56.9 moves
raw landscape, kT = 0.1 eV: 108.8 moves
CLUSTER
A-D contact: 0.200 nm; like contact: 0.283 nm
spacer length: 0.346 nm
spacer stiffness: 250 eV/nm^2
A-D well: 0.200 eV; like-site well: 0.060 eV
proved energy floor: -3.1200 eV
cube energy: -3.1200 eV
softest cube mode: 54.00 eV/nm^2
next minimum found: -2.6708 eV
gap to next minimum found: 0.4492 eV
largest distance error of a hit: 1.0e-06 nm
SEARCH
random quenches: 400; fraction reaching cube: 0.003
expected hit fraction of 15 restarts: 0.037
walkers per temperature: 150; hops at most: 15
rms displacement per coordinate: 0.050 nm
hops made: 10887; unconverged fraction: 0.0000
distinct energy levels seen: 72
median rise before quench: 84.171 eV
median change after quench: -0.000 eV
kT = 0 (downhill only): hit fraction 0.040 +- 0.016
kT = 0.050 eV: hit fraction 0.067 +- 0.020
kT = 0.100 eV: hit fraction 0.067 +- 0.020
kT = 0.200 eV: hit fraction 0.067 +- 0.020
kT = infinite (accept all): hit fraction 0.080 +- 0.022
held-out forecast at kT = 0.100 eV: 0.063
allowed forecast difference: 0.173
pooled chain, best kT: 6.000 eV
the same as a temperature: 69627 K
pooled chain, hit fraction at best kT: 0.068
pooled chain at kT = 0.006 eV: 0.065
pooled chain at kT = 6.0 eV: 0.068
NEGLECTED EFFECTS (next minimum minus cube, unless stated)
site mass: 50 u; temperature: 400 K
zero-point energy: -0.0183 eV
vibrational free energy: -0.0833 eV
charges of 0.1 e: 0.0582 eV
translational cost of tetramer at 1 Torr: 2.499 eV
```
